\section*{Slater's Transition-State Ionisation Energy and the Cancellation of the Quadratic Error}

\section{The physical question}

Ammonia supplies the nitrogen in many nitride deposition processes, and photoemission can identify it by the energy needed to remove an electron from its lone pair or from its nitrogen $1s$ shell. A mean-field calculation on the neutral molecule gives an orbital eigenvalue $\varepsilon$ for each level, and $-\varepsilon$ is a tempting estimate of that energy. In the PBE calculation described below, it gives 6.1 eV for the lone pair, whereas the difference between the PBE energies of cation and neutral molecule is 10.9 eV. The eigenvalue of the same orbital holding half an electron gives 10.9 eV as well.

The eigenvalue is the slope of the energy with respect to occupation, and the slope changes as the electron is removed. The question is why the slope at half occupation represents the whole removal so much better than the slope at its start.

\section{Setting and assumptions}

The derivation uses Hartree atomic units. Occupations are pure numbers, so every derivative with respect to occupation is an energy. The nuclei are fixed, which makes the ionisation vertical. Orthonormal spin orbitals $\varphi_j$ with occupations $n_j$ form the density matrix
\begin{equation}
\gamma=\sum_j n_j|\varphi_j\rangle\langle\varphi_j| .
\end{equation}
The theory, Hartree--Fock or Kohn--Sham with an approximate functional, assigns it an energy $W[\gamma]$. The one-electron operator $F$ is defined by the first variation, $\delta W=\mathrm{Tr}(F\,\delta\gamma)$.

One spin orbital, $\varphi_i$, has the variable occupation $n$, with $0\le n\le1$; all other occupations are held fixed. Three assumptions are made.

\begin{enumerate}
\item For each $n$ the orbitals make $W$ stationary and are eigenfunctions, $F\varphi_j=\varepsilon_j\varphi_j$.
\item The orbitals change differentiably with $n$, so that $\varphi_i$ keeps its identity.
\item The resulting energy $E(n)=W[\gamma(n)]$ has a continuous third derivative on $[0,1]$.
\end{enumerate}

The first assumption is consistent. Mix two orbitals by $\delta\varphi_j=\eta\varphi_k$ and $\delta\varphi_k=-\eta^*\varphi_j$. Then
\begin{align}
\delta\gamma&=(n_j-n_k)\left(\eta|\varphi_k\rangle\langle\varphi_j|+\eta^*|\varphi_j\rangle\langle\varphi_k|\right),\\
\delta W&=2(n_j-n_k)\,\mathrm{Re}\left(\eta\langle\varphi_j|F|\varphi_k\rangle\right).
\end{align}
Stationarity for every complex $\eta$ forces $\langle\varphi_j|F|\varphi_k\rangle=0$ whenever the occupations differ. Among orbitals of equal occupation, a rotation leaves $\gamma$ unchanged and can be used to diagonalise $F$.

Write $\varepsilon(n)$ for the eigenvalue of $\varphi_i$. The ionisation energy within the chosen theory is
\begin{equation}
I=E(0)-E(1).
\end{equation}
This difference of two self-consistent energies, called $\Delta$SCF, is the reference for every error of an eigenvalue estimate below. It still contains the error of the theory itself.

\section{The slope of the energy}

\paragraph{Lemma 1 (Janak's theorem).} Under assumptions 1 and 2, $dE/dn=\varepsilon(n)$.

\paragraph{Proof.} Let a prime on an orbital denote its derivative with respect to $n$. The density matrix changes through the occupation of $\varphi_i$ and through all the orbitals:
\begin{equation}
\frac{d\gamma}{dn}=|\varphi_i\rangle\langle\varphi_i|+\sum_j n_j\left(|\varphi_j'\rangle\langle\varphi_j|+|\varphi_j\rangle\langle\varphi_j'|\right).
\end{equation}
Insert this in $dE/dn=\mathrm{Tr}(F\,d\gamma/dn)$ and use the eigenvalue equation:
\begin{align}
\frac{dE}{dn}&=\langle\varphi_i|F|\varphi_i\rangle+\sum_j n_j\left(\langle\varphi_j|F|\varphi_j'\rangle+\langle\varphi_j'|F|\varphi_j\rangle\right)\nonumber\\
&=\varepsilon(n)+\sum_j n_j\varepsilon_j\frac{d}{dn}\langle\varphi_j|\varphi_j\rangle=\varepsilon(n).
\end{align}
The last sum vanishes because every norm stays equal to one. This proves the lemma.

The proof needs a stationary energy, not a minimum, and so it also covers a core hole. Integration gives
\begin{equation}
I=-\int_0^1\varepsilon(n)\,dn .\label{eq:integral}
\end{equation}
The ionisation energy is therefore the average of $-\varepsilon$ over the removal. An estimate from one eigenvalue replaces this average by one value.

\section{The error at full occupation}

Expand the cation's energy about the neutral molecule. The displacement in $n$ is $-1$, so odd terms change sign:
\begin{equation}
E(0)=E(1)-E'(1)+\tfrac12E''(1)-\tfrac16E'''(1)+\cdots .
\end{equation}
Subtract $E(1)$ and use Lemma 1:
\begin{equation}
I=-\varepsilon(1)+\tfrac12E''(1)-\tfrac16E'''(1)+\cdots .\label{eq:end}
\end{equation}
The estimate $-\varepsilon(1)$ thus misses half the curvature at leading order. The curvature has two sources.

\paragraph{Lemma 2 (self-interaction and relaxation).} Let $W_{\rm f}(n)$ be the energy when all orbitals are frozen at their neutral forms. In Hartree--Fock, $W_{\rm f}$ is linear in $n$. If, for $n$ near 1, the self-consistent state minimises $W$ at the given occupations, then $E''(1)\le W_{\rm f}''(1)$ in either theory.

\paragraph{Proof.} With frozen orbitals $W_{\rm f}'(n)=\langle\varphi_i|F|\varphi_i\rangle$, and hence $W_{\rm f}''=\langle\varphi_i|\partial F/\partial n|\varphi_i\rangle$. In Hartree--Fock, $\partial F/\partial n=J_i-K_i$, the Coulomb and exchange operators of $\varphi_i$. Acting on $\varphi_i$ itself they agree:
\begin{equation}
K_i\varphi_i(\mathbf r)=\varphi_i(\mathbf r)\int\frac{|\varphi_i(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r'=J_i\varphi_i(\mathbf r).
\end{equation}
Thus $W_{\rm f}''=0$ for every $n$. For the second claim put $d(n)=E(n)-W_{\rm f}(n)$. The minimum property gives $d(n)\le0$ near $n=1$. At $n=1$ both energies agree, and both slopes equal $\varepsilon(1)$, so $d(1)=d'(1)=0$. Therefore $d(n)=\frac12d''(1)(n-1)^2$ to leading order, and this is not positive only if $d''(1)\le0$. This proves the lemma.

In Hartree--Fock the frozen removal energy is consequently equal to $-\varepsilon(1)$, which is Koopmans' theorem. In Kohn--Sham theory the Coulomb part of $W_{\rm f}''$ is positive, and an approximate exchange--correlation functional need not cancel it. Relaxation then works against this self-interaction. For a core hole the state is not the lowest one with its number of electrons, so Lemma 2 does not fix the sign of relaxation; there the calculation must supply it.

\section{The transition-state theorem}

\paragraph{Theorem.} Under assumptions 1--3,
\begin{equation}
I=-\varepsilon(\tfrac12)-R,\qquad |R|\le\frac1{24}\max_{0\le n\le1}|E'''(n)| .\label{eq:theorem}
\end{equation}
The curvature $E''$ does not enter at any size. If $E$ has a convergent Taylor series about $n=\frac12$ that reaches both ends, then
\begin{equation}
R=\frac{E'''(\frac12)}{24}+\frac{E^{(5)}(\frac12)}{1920}+\cdots .\label{eq:series}
\end{equation}

\paragraph{Proof.} Compare points at equal distances $s$ on the two sides of half occupation:
\begin{equation}
g(s)=E(\tfrac12+s)-E(\tfrac12-s).
\end{equation}
Each derivative of the second term brings a factor $-1$. Hence
\begin{align}
g(0)&=0,\qquad g'(0)=2E'(\tfrac12)=2\varepsilon(\tfrac12),\\
g''(0)&=E''(\tfrac12)-E''(\tfrac12)=0,\label{eq:cancel}\\
g'''(s)&=E'''(\tfrac12+s)+E'''(\tfrac12-s).
\end{align}
Equation~(\ref{eq:cancel}) is the cancellation: a quadratic term raises or lowers both ends equally and drops out of their difference. To keep the exact remainder, integrate by parts twice:
\begin{align}
\int_0^s\frac{(s-t)^2}{2}g'''(t)\,dt
&=-\frac{s^2}{2}g''(0)+\int_0^s(s-t)g''(t)\,dt\nonumber\\
&=-\frac{s^2}{2}g''(0)-s\,g'(0)+g(s)-g(0).
\end{align}
The boundary terms at $t=s$ vanish because they contain $s-t$. Set $s=\frac12$, where $g(\frac12)=E(1)-E(0)=-I$, and insert the values at zero:
\begin{equation}
-I=\varepsilon(\tfrac12)+R,\qquad
R=\int_0^{1/2}\frac{(\frac12-t)^2}{2}\,g'''(t)\,dt .
\end{equation}
If $M$ is the largest $|E'''|$ on $[0,1]$, then $|g'''|\le2M$, and
\begin{equation}
|R|\le M\int_0^{1/2}(\tfrac12-t)^2dt=M\,\frac{(1/2)^3}{3}=\frac{M}{24}.
\end{equation}
For the series, odd terms of order $k$ contribute $2(\frac12)^kE^{(k)}(\frac12)/k!$ to $g(\frac12)$. The factors are $2/(8\cdot6)=1/24$ for $k=3$ and $2/(32\cdot120)=1/1920$ for $k=5$. This proves the theorem.

\paragraph{Remark 1 (why one half).} Suppose $E$ is quadratic with constant curvature $\kappa$. Then $\varepsilon(n)=\varepsilon(\frac12)+\kappa(n-\frac12)$ and $I=-\varepsilon(\frac12)$, so
\begin{equation}
-\varepsilon(n)-I=-\kappa(n-\tfrac12).
\end{equation}
For $\kappa\ne0$ this vanishes only at $n=\frac12$. During the first half of the removal $-\varepsilon$ lies on one side of its average, during the second half on the other, by equal amounts.

\paragraph{Remark 2 (a straight line).} If $\kappa=0$, every occupation gives the same answer. A statistical mixture of the neutral ground state, with weight $n$, and the cation ground state, with weight $1-n$, has the energy $nE(1)+(1-n)E(0)$. A functional that reproduced this line would have the slope $-I$ throughout $0<n<1$, and half occupation would have no special merit.

\paragraph{Remark 3 (where smoothness fails).} Consider local-density exchange for a frozen orbital that is alone in its spin channel. The density is proportional to $n$ and the exchange energy to its power $4/3$, so this part of the energy is $-An^{4/3}$ with $A>0$. It contributes $A$ to $I$, but $\frac43A(\frac12)^{1/3}\approx1.06A$ to $-\varepsilon(\frac12)$. The third derivative, $\frac{8}{27}An^{-5/3}$, grows without limit as $n\to0$. Assumption 3 fails, the bound is empty, and the estimate is about 6\% of $A$ too high. The theorem also gives no assurance if the tracked orbital changes character during the removal, or if the solution jumps to another state.

\section{Removing the cubic term}

The neutral calculation already supplies $\varepsilon(1)$. Combine it with one eigenvalue at occupation $a$, using weights $1-w$ and $w$, and require that the average in~(\ref{eq:integral}) be exact for $\varepsilon$ proportional to $n$ and to $n^2$:
\begin{equation}
1-w+wa=\tfrac12,\qquad 1-w+wa^2=\tfrac13 .
\end{equation}
These are $w(1-a)=\frac12$ and $w(1-a^2)=\frac23$. Their ratio gives $1+a=\frac43$, so $a=\frac13$ and $w=\frac34$:
\begin{equation}
I\approx-\tfrac14\left[\varepsilon(1)+3\varepsilon(\tfrac13)\right].\label{eq:two}
\end{equation}
The rule is exact for a cubic $E$. For $\varepsilon=n^3$ the integral is $\frac14$, while the rule's average is $\frac14(1+\frac19)=\frac5{18}$. The difference is $-\frac1{36}$, and the third derivative of $n^3$ is 6, so the leading correction to the average is $-E''''/216$. The rule removes the cubic error but admits a quartic one, which half occupation cancels by symmetry. Neither is therefore better for every energy curve.

\section{Ammonia: lone pair and nitrogen 1s}

The molecule has N--H bonds of 1.02 \AA{} and H--N--H angles of $107^\circ$, rough values for ammonia. Spin-unrestricted PBE and Hartree--Fock equations were solved self-consistently with one spin-down orbital holding $1,\frac23,\frac12,\frac13$ and $0$ electrons. That orbital was followed by its overlap with its neutral form. The basis was aug-cc-pVDZ with its contractions released on nitrogen, so that the core can relax, and cc-pVDZ on hydrogen. In the following table, errors are estimate minus $I$, in eV.

\begin{center}
\begin{tabular}{lrrrr}
 & $I$ & $-\varepsilon(1)$ & $-\varepsilon(\frac12)$ & Eq.~(\ref{eq:two})\\
\hline
PBE, lone pair & 10.92 & $-4.79$ & $0.02$ & $0.03$\\
PBE, N $1s$ & 404.85 & $-24.60$ & $1.69$ & $0.70$\\
HF, lone pair & 9.37 & $2.27$ & $-0.15$ & $0.02$\\
HF, N $1s$ & 405.41 & $17.75$ & $0.09$ & $0.00$
\end{tabular}
\end{center}

For the PBE lone pair, $-\varepsilon$ is 6.137, 9.315 and 12.560 eV at $n=1,\frac23,\frac13$. A one-sided difference formula with spacing $\frac13$ gives the quadratic term:
\begin{equation}
\tfrac12E''(1)\approx\tfrac34\left[3(-6.137)+4(9.315)-12.560\right]=4.72\ \mathrm{eV}.
\end{equation}
A spacing of $0.05$ lowers this to 4.63 eV, which is still nearly the whole deficit of 4.79 eV. Half occupation reduces the error to 0.02 eV.

The errors at full occupation have opposite signs in the two theories, as the two parts of the curvature suggest. Removing the PBE lone-pair electron with frozen orbitals costs 7.00 eV more than $-\varepsilon(1)$; relaxation returns 2.21 eV, leaving 4.79 eV. For N $1s$ the same parts are 42.37 and $-17.77$ eV. In Hartree--Fock the frozen part is zero, and relaxation alone, $-2.27$ and $-17.75$ eV, makes $-\varepsilon(1)$ too large.

The largest error left at half occupation is that of PBE for N $1s$. There $-\varepsilon$ is 398.237, 406.541 and 413.980 eV at $n=\frac23,\frac12,\frac13$. A central difference with spacing $\frac16$ gives
\begin{equation}
\frac{E'''(\frac12)}{24}\approx\frac{36}{24}\left[-398.237+2(406.541)-413.980\right]=1.30\ \mathrm{eV}.
\end{equation}
Finer spacing lowers this to about 1.25 eV. The actual error is 1.69 eV, so the cubic term at half occupation accounts for about three quarters of it, and higher orders for the rest. The bound in~(\ref{eq:theorem}) gives no useful limit here, because $E'''$ grows steeply in size as the $1s$ level empties; whether it stays finite, as assumption 3 requires, is not established. The sign is that of the exchange example in Remark 3. A similar dependence of PBE exchange on the $1s$ occupation is a plausible cause, but this is a conjecture: the $1s$ orbital is not alone in its spin channel.

The Hartree--Fock lone pair shows a second benefit of expanding at the middle. The same one-sided formula gives $\frac12E''(1)\approx-3.0$ eV, and finer spacing gives $-3.12$ eV, so correcting $-\varepsilon(1)=11.64$ eV to second order gives about 8.5 eV, well below $I=9.37$ eV. The cubic coefficient is $\frac16$ in~(\ref{eq:end}) but $\frac1{24}$ in~(\ref{eq:series}). Half occupation therefore removes the quadratic term and also carries a cubic coefficient four times smaller. For this level $|E'''|$ is in addition about twice as large at $n=1$ as at $n=\frac12$, so the cubic terms themselves are about 1.25 and 0.14 eV in size.

\section{What the estimate leaves out}

Half occupation approximates the $\Delta$SCF energy of the chosen theory; it does not repair that theory. For the lone pair, the difference of two CCSD(T) energies is 10.69 eV, computed with the contracted form of the nitrogen basis and an uncorrelated $1s$ shell. PBE $\Delta$SCF lies 0.23 eV above this value and Hartree--Fock 1.32 eV below it. CCSD(T) is itself approximate and its basis is small, so these gaps measure the error of the mean-field theories only roughly. In particular, the basis error of the correlated ionisation energy may be comparable with the PBE gap, so that gap should not be read as the error of PBE.

Measured vertical ionisation energies of gaseous ammonia are roughly 11 eV for the lone pair and roughly 406 eV for N $1s$, so the example lies in the real regime. For the onset of lone-pair ionisation, the assumption of fixed nuclei is a substantial restriction. Making the PBE cation planar at unchanged bond length lowers its energy by 0.70 eV, and the adiabatic energy lies below the vertical one by an amount of that order. For N $1s$, scalar relativity adds 0.20 eV, evaluated to first order with the one-electron X2C Hamiltonian. A larger basis lowers the Hartree--Fock $I$ by 0.28 eV for N $1s$ and by 0.02 eV for the lone pair. Both core corrections, the basis shift taken from Hartree--Fock, are smaller than the 1.69 eV by which half occupation misses the PBE $\Delta$SCF value. Removing that error recovers $\Delta$SCF, not experiment: with both corrections PBE $\Delta$SCF lies near 404.8 eV and $-\varepsilon(\frac12)$ near 406.5 eV, on opposite sides of the measured value, so the error of the functional matters as much. An ammonia molecule adsorbed on a growing film has further shifts from its surroundings, which this isolated molecule does not describe.
